# Pendellösung period of silicon 220 for sigma-polarized X-rays

## Question

I have a perfect silicon plate with its (220) planes perpendicular to the faces, so the diffracted beam leaves through the back face. The wavelength is 0.709 Å, the polarization is sigma (electric field normal to the scattering plane), and the structure-factor modulus is given as 69. I am asked to show that the Pendellösung period is near 36 µm.

I understand that two waves travel through the crystal and beat against each other. My estimate of the thickness at which the diffracted beam is strongest is about 18 µm. Have I lost a factor of two, or is that a different length? I would also like to see where the cosine of the Bragg angle comes from, and whether a real measurement would show this period.

## Answer

Your 18 µm is a different length. The diffracted intensity starts at zero, rises to a maximum and returns to zero. The Pendellösung period \(\Lambda\) is the thickness for the whole cycle, and the first maximum lies at \(\Lambda/2\). The derivation below fixes both this factor and the cosine.

I assume a monochromatic plane wave at the Bragg angle and, at first, no absorption. Lengths are in ångströms until the final conversion.

### Geometry and the strength of the scattering

Silicon has a cubic cell with \(a=5.43102\) Å and \(V=a^3=160.193\) Å\(^3\). The 220 spacing is

\[
d=\frac{a}{\sqrt{2^2+2^2+0^2}}=1.92016\ \text{Å},
\qquad
\sin\theta=\frac{\lambda}{2d}=\frac{0.709}{2(1.92016)}=0.18462 ,
\]

so \(\theta=10.639^\circ\) and \(\cos\theta=0.98281\).

The cell volume and \(F\) must refer to the same cell. In fractional coordinates, the 220 phase of an atom is \(2\pi(2x+2y)\). The four face-centred positions make \(2x+2y\) an integer, and the other four atoms, shifted by \((\tfrac14,\tfrac14,\tfrac14)\), add 1 to it. All eight atoms therefore scatter in phase, and \(F=8f\), where \(f\) is the scattering factor of one atom. The value 69 means 8.6 electrons per atom, so it belongs to the eight-atom cell.

Next we need the electric susceptibility \(\chi\). Treat the electrons as nearly free at X-ray frequencies. In a field \(E e^{-i\omega t}\), the displacement \(u\) of an electron of charge \(-e\) obeys

\[
-m\omega^2u=-eE
\quad\Rightarrow\quad
u=\frac{eE}{m\omega^2}.
\]

For electron density \(n\), the polarization is \(P=-neu=\varepsilon_0\chi E\). Hence

\[
\chi=-\frac{ne^2}{\varepsilon_0m\omega^2}.
\]

The classical electron radius is \(r_e=e^2/(4\pi\varepsilon_0mc^2)\), so \(e^2/(\varepsilon_0m)=4\pi r_ec^2\). With \(\omega=2\pi c/\lambda\),

\[
\chi(\mathbf r)=-\frac{4\pi r_ec^2\lambda^2}{4\pi^2c^2}\,n(\mathbf r)
=-\frac{r_e\lambda^2}{\pi}\,n(\mathbf r).
\]

The Fourier coefficient of \(n\) is \(F/V\). Therefore \(\chi_h=-|\chi_h|\), with

\[
|\chi_h|=\frac{r_e\lambda^2|F|}{\pi V}
=\frac{(2.81794\times10^{-5})(0.709)^2(69)}{\pi(160.193)}
=1.942\times10^{-6}.
\]

### The two waves in the crystal

Let \(x\) run along the surface, perpendicular to the (220) planes, and let \(z\) run into the plate. Keep only the Fourier components of \(\chi\) belonging to 220 and its multiples, assuming that no other reflection is excited. Then \(\chi\) depends on \(x\) alone.

For sigma polarization, \(\mathbf E\) points along \(y\) and does not vary with \(y\). Thus \(\nabla\cdot\mathbf E=0\), and Maxwell's equations reduce to

\[
\nabla^2E+k^2[1+\chi(x)]E=0,\qquad k=\frac{2\pi}{\lambda}.
\]

Write \(h=2\pi/d\). The Bragg condition gives \(k\sin\theta=\pi/d=h/2\). Choose the incident tangential wave number as \(-h/2\); continuity at the surface preserves it inside. Diffraction adds \(h\), giving \(+h/2\). With these two beams,

\[
E=\left(A_0e^{-ihx/2}+A_1e^{ihx/2}\right)e^{iqz}.
\]

Insert this into the wave equation and collect the two exponentials in \(x\):

\[
\begin{aligned}
(Q^2-q^2)A_0-k^2|\chi_h|A_1&=0,\\
-k^2|\chi_h|A_0+(Q^2-q^2)A_1&=0,
\end{aligned}
\qquad
Q^2=k^2(1+\chi_0)-\frac{h^2}{4}.
\]

Here \(\chi_0\) is the mean susceptibility. A nonzero solution requires a vanishing determinant:

\[
(Q^2-q^2)^2=k^4|\chi_h|^2
\quad\Rightarrow\quad
q_\pm^2=Q^2\pm k^2|\chi_h|.
\]

For \(q_+\), the first equation gives \(A_1=-A_0\); for \(q_-\), it gives \(A_1=A_0\). The first wave varies as \(\sin(hx/2)\), with nodes on the atomic planes. The second varies as \(\cos(hx/2)\), with its maxima there. They sample different electron densities and so have different wave numbers.

Subtract the two values of \(q^2\):

\[
(q_+-q_-)(q_++q_-)=2k^2|\chi_h|.
\]

Since \(h/2=k\sin\theta\), we have \(Q^2=k^2\cos^2\theta+k^2\chi_0\). The susceptibilities are of order \(10^{-6}\), so \(q_++q_-\simeq2k\cos\theta\) with a relative error of that order. Thus

\[
\Delta q=q_+-q_-=\frac{k|\chi_h|}{\cos\theta}.
\]

The cosine enters because thickness is measured along the surface normal, while both beams are inclined to it by \(\theta\).

### From the splitting to the period

Neglect the very weak reflection at the faces. At \(z=0\) the forward amplitude is 1 and the diffracted amplitude is 0, so each wave has forward amplitude \(\tfrac12\). At thickness \(t\), the diffracted amplitude is

\[
D_h(t)=\tfrac12\left(e^{iq_-t}-e^{iq_+t}\right).
\]

Its squared modulus is

\[
I_h(t)=\tfrac14\left[2-2\cos(\Delta q\,t)\right]
=\sin^2\!\left(\frac{\Delta q\,t}{2}\right).
\]

This returns to zero when \(\Delta q\,t=2\pi\). The period is therefore

\[
\Lambda=\frac{2\pi}{\Delta q}
=\frac{\lambda\cos\theta}{|\chi_h|}
=\frac{\pi V\cos\theta}{r_e\lambda|F|},
\qquad
I_h(t)=\sin^2\!\left(\frac{\pi t}{\Lambda}\right).
\]

With the numbers inserted,

\[
\Lambda=
\frac{\pi(160.193)(0.98281)}
{(2.81794\times10^{-5})(0.709)(69)}
=3.588\times10^5\ \text{Å}
=35.9\ \mu\text{m}.
\]

The first maximum is at 17.9 µm, which is your length. The diffracted fraction is 0.503 at 9 µm, 1.000 at 18 µm, 0.492 at 27 µm and 0.0001 at 36 µm.

The two-beam step can be tested by keeping eight beams along the 220 row, with the other structure factors taken from a Hartree–Fock silicon atom. Solving that larger problem for \(q\) also gives 35.879 µm, as does the first return of its diffracted intensity to zero.

### Thin plates and small angular errors

For \(t\ll\Lambda\), \(I_h\simeq(\pi t/\Lambda)^2\). The diffracted amplitude grows in proportion to thickness, as in single-scattering theory. That growth ends because the diffracted beam scatters back into the forward beam.

Now turn the incident beam by a small angle \(\delta\). To first order, the tangential wave numbers become \(-h/2-k\delta\cos\theta\) and \(h/2-k\delta\cos\theta\). Their squares are

\[
\frac{h^2}{4}\pm hk\delta\cos\theta
=\frac{h^2}{4}\pm k^2\delta\sin2\theta,
\]

where \(h=2k\sin\theta\) was used; the upper sign belongs to the forward beam. Define

\[
\eta=\frac{\delta\sin2\theta}{|\chi_h|},
\qquad q^2=Q^2+k^2|\chi_h|s .
\]

The two equations become

\[
(-\eta-s)A_0-A_1=0,\qquad -A_0+(\eta-s)A_1=0,
\]

and their determinant gives \(s^2=1+\eta^2\). Let \(S=\sqrt{1+\eta^2}\). The entrance conditions give the waves \(s=\pm S\) forward amplitudes \((S\mp\eta)/(2S)\). From \(A_1=-(\eta+s)A_0\) and \(S^2-\eta^2=1\), their diffracted amplitudes are \(\mp1/(2S)\). Hence

\[
I_h(t,\eta)=\frac{\sin^2(\pi tS/\Lambda)}{S^2}.
\]

An error with \(\eta=1\) halves the peak intensity and shortens the period to 25.4 µm. Here that error is only 1.10 arcseconds, so observing the plane-wave curve \(\sin^2(\pi t/\Lambda)\), with its first maximum at \(\Lambda/2\), requires a beam much better defined than this.

### What a broad beam measures

Suppose instead that the incident intensity is uniform over an angular range much wider than the reflection, and that intensities at different angles add. With \(A=\pi t/\Lambda\), the signal is proportional to

\[
R(A)=\int_{-\infty}^{\infty}
\frac{\sin^2(AS)}{S^2}\,d\eta .
\]

Since \(d\sin^2(AS)/dA=S\sin(2AS)\), the substitution \(\eta=\sinh v\), for which \(d\eta=S\,dv\), gives

\[
\frac{dR}{dA}
=\int_{-\infty}^{\infty}\frac{\sin(2AS)}{S}\,d\eta
=\int_{-\infty}^{\infty}\sin(2A\cosh v)\,dv
=\pi J_0(2A).
\]

The last step is the standard integral representation of the Bessel function \(J_0\). Maxima occur where \(J_0(2\pi t/\Lambda)\) passes from positive to negative: at 13.7, 49.4 and 85.3 µm. Their spacings are 35.7 and 35.8 µm. They approach \(\Lambda\) because, at large argument, \(J_0(x)\) is proportional to \(x^{-1/2}\cos(x-\pi/4)\), and one cycle in \(x=2\pi t/\Lambda\) is one period in \(t\). The spacing of the fringes thus gives nearly the same period, but the first maximum is no longer at \(\Lambda/2\).

This result also measures primary extinction, the loss of integrated intensity relative to single scattering. For small \(x\), \(J_0(x)\simeq1-x^2/4\), so

\[
R(A)=\pi\int_0^A J_0(2A')\,dA'
\simeq\pi A\left(1-\frac{A^2}{3}\right).
\]

The single-scattering term is \(\pi A\). A 5 per cent loss relative to it needs \(A^2\simeq0.15\), or \(t\simeq0.12\Lambda\), about 4.4 µm at this order (4.5 µm when the next term, \(+A^4/20\) inside the bracket, is kept). Extinction therefore matters well before the first fringe maximum.

### Why the polarization is specified

For pi polarization, work with the magnetic field \(H\) along \(y\). With \(\varepsilon=1+\chi\), Maxwell's equations give

\[
\partial_x(\varepsilon^{-1}\partial_xH)
+\varepsilon^{-1}\partial_z^2H+k^2H=0,
\qquad \varepsilon^{-1}\simeq1-\chi .
\]

Let \(K_0=-k\sin\theta\) and \(K_1=k\sin\theta\) be the tangential wave numbers. The term coupling the beams is

\[
(K_0K_1+q^2)\chi_h
\simeq k^2(\cos^2\theta-\sin^2\theta)\chi_h
=k^2\cos2\theta\,\chi_h .
\]

To leading order the diagonal terms remain \(Q^2-q^2\), so the splitting is reduced by \(\cos2\theta=0.93183\). The period becomes \(35.879/0.93183=38.5\) µm. Using this value for a sigma-polarized beam would be a 7 per cent error relative to the sigma period.

### Comparison with a real silicon plate

The wavelength is close to the molybdenum K\(\alpha_1\) line. The Hartree–Fock free atom gives \(F=69.64\) in a triple-zeta basis (a larger basis raises this by about 0.01), so 69 resembles a value for atoms at rest; that calculation omits bonding, electron correlation and relativity. If 69 is indeed a static value, thermal motion must be added. A rough room-temperature parameter \(B=0.5\) Å\(^2\) multiplies \(F\) by

\[
\exp\!\left[-B\left(\frac{\sin\theta}{\lambda}\right)^2\right]=0.967
\]

and lengthens the period to 37.1 µm. Adding a rough dispersion correction of 0.08 electron per atom brings it to 36.8 µm. If 69 already includes these effects, they must not be applied again. A laboratory source also does not supply a single wavelength: differentiating \(\lambda=2d\sin\theta\) gives \(\delta=\tan\theta\,\Delta\lambda/\lambda\), so at a fixed angle of incidence a relative change of \(2.8\times10^{-5}\) already produces \(\eta=1\). The natural line is roughly ten times wider. The line width stops mattering only if each wavelength arrives at its own Bragg angle, to well within an arcsecond, as in a parallel (nondispersive) setting of a collimating 220 crystal. Otherwise the broad-beam result is the better model. For sigma polarization, \(F=69\) and no absorption, the first maximum then moves from 17.9 to 13.7 µm; with the period of 36.8 µm it lies at 14.1 µm. An ordinary X-ray tube is also essentially unpolarized, so the sigma and pi fringes add. The maxima then lie where \(J_0(2A)+\cos^22\theta\,J_0(2A\cos2\theta)\) passes from positive to negative: for \(F=69\), at 14.2, 51.1 and 88.1 µm, about 37 µm apart, between the sigma and pi periods.

Absorption is a smaller matter at this thickness. Give each atom a rough absorptive scattering term \(f''=0.07\), equal for the forward and diffracted directions. Then \(\chi_h=-|\chi_h'|+i\chi_h''\), and the splitting is multiplied by \(1-i\chi_h''/|\chi_h'|\). Its real part, which sets the fringe period, is unchanged at this order. The imaginary part makes the two waves decay at different rates, so the minima no longer reach zero. The absorption coefficient is \(\mu=2r_e\lambda(8f'')/V\simeq14\) cm\(^{-1}\), and the common factor \(\exp(-\mu\Lambda/\cos\theta)\) removes about 5 per cent of the intensity over one period.

The numerical output below lists the values to more digits than the rough material parameters justify. For the problem as set, the answer is \(\Lambda=35.9\) µm.

## Values computed for the example and the checks

```
Wavelength: 0.709 angstrom
Given structure-factor modulus: 69.0 electrons per cell
Silicon lattice parameter: 5.43102 angstrom
Cell volume: 160.193 angstrom^3
Classical electron radius: 2.81794e-05 angstrom
Spacing of 220 planes: 1.92016 angstrom
Phase sum of eight atoms: 8.000 (no unit)
sin(theta): 0.18462 (no unit)
cos(theta): 0.98281 (no unit)
Bragg angle: 10.639 degree
Modulus of chi_h: 1.9421e-06 (no unit)
Period, formula: 3.5879e+05 angstrom
Period, formula: 35.879 micrometre
Period, eight-beam modes: 35.879 micrometre
First zero, eight beams: 35.879 micrometre
First maximum, half period: 17.939 micrometre
Diffracted fraction at 9 micrometre: 0.5026 (no unit)
Diffracted fraction at 18 micrometre: 1.0000 (no unit)
Diffracted fraction at 27 micrometre: 0.4921 (no unit)
Diffracted fraction at 36 micrometre: 0.0001 (no unit)
Angular offset for eta = 1: 1.104 arcsec
Period at eta = 1: 25.370 micrometre
Relative wavelength shift for eta = 1: 2.849e-05 (no unit)
cos(2 theta): 0.93183 (no unit)
Period, pi polarization: 38.504 micrometre
Angle-integrated maximum 1: 13.732 micrometre
Angle-integrated maximum 2: 49.415 micrometre
Angle-integrated maximum 3: 85.260 micrometre
Spacing of maxima 1 and 2: 35.683 micrometre
Spacing of maxima 2 and 3: 35.844 micrometre
Hartree-Fock free-atom F: 69.64 electrons per cell
Rough thermal parameter B: 0.5 angstrom^2
Thermal amplitude factor: 0.9667 (no unit)
Period with thermal factor: 37.12 micrometre
Rough f': 0.08 electrons per atom
F with f' and thermal factor: 67.32 electrons per cell
Period with both corrections: 36.77 micrometre
Rough f'': 0.07 electrons per atom
Linear absorption coefficient: 13.97 cm^-1
Mean absorption loss in one period: 4.97 percent
Period with absorption: 35.879 micrometre
```
